# Why stress gradients, not uniform stress, curl a released homogeneous film

**Question.** A dielectric film with the same elastic constants at every depth is under tensile stress while it is bonded to a wafer. When the layer beneath it is etched away, a film with the same stress at every depth becomes smaller but stays flat. A film whose stress changes linearly from bottom to top curls. Both films lose stored stress, so why does only one of them bend, and how large is the curl of a thin low-k cantilever?

**Answer.**

## The mechanism

Imagine the bonded film cut into many thin layers parallel to its surface. Each layer is in tension because the wafer holds it larger than it would like to be. If the layers could separate, each would shrink to its own natural size.

Under uniform stress, in a film with the same elastic constants at every depth, all the layers want to shrink by the same fraction. They can do so while remaining joined, and the film ends up smaller and flat.

If the tension is greater near the top, the upper layers want to shrink more than the lower ones. A flat film cannot accommodate this, but a curved one can: layers on the inside of a bend are shorter than layers on the outside. The film therefore curls toward its more tensile face.

What matters is thus the difference in natural size between layers, not the size of the stress itself. Forces and moments turn this picture into a formula.

## Force and moment in the bonded film

Let the film have thickness $h$, and let $z$ run upward from its mid-plane, so that $-h/2<z<h/2$. Young's modulus $E$ and Poisson's ratio $\nu$ are uniform and isotropic. The bonded stress is equal in the two in-plane directions,

$$\sigma(z)=s_0+gz ,$$

with tension positive. Here $s_0$ is the stress averaged over the thickness and $g$ is the gradient. Measuring depth from the bottom face instead would mix the two: a term $g(z+h/2)$ contains the mean stress $gh/2$ as well as the gradient.

The force per unit width is

$$N=\int_{-h/2}^{h/2}(s_0+gz)\,dz=s_0h ,$$

because the integral of $z$ over the symmetric interval vanishes. The moment per unit width about the mid-plane is

$$m=\int_{-h/2}^{h/2}(s_0+gz)\,z\,dz
=s_0\cdot 0+g\,\frac{h^3}{12}=\frac{gh^3}{12}.$$

The uniform part supplies all the force and none of the moment. For the gradient it is the reverse.

The choice of the mid-plane needs a reason, since a force has a moment about any plane away from its line of action. In a homogeneous film, a pure stretch also produces uniform stress, whose resultant acts at the mid-plane. Stretching can therefore cancel $N$ completely, about any plane, without help from bending. This fails when the modulus varies with depth, as shown below.

## What release does

Take the bonded state as the reference for displacements. Let release produce the same in-plane strain $e$ in both directions. No force acts on the top and bottom faces, so Hooke's law for the change in stress $\Delta\sigma$ reads

$$e=\frac{\Delta\sigma-\nu\,\Delta\sigma}{E}
\quad\Rightarrow\quad
\Delta\sigma=Me,\qquad M=\frac{E}{1-\nu}.$$

The biaxial modulus $M$ exceeds $E$ because stretching in one direction tends to contract the other, and that contraction has to be overcome.

A film that stretches and bends has strain

$$e(z)=e_0-\kappa z ,$$

where $\kappa$ is the curvature, positive when the edges rise. The minus sign says that material above the mid-plane is then on the inside of the bend and is shortened. The stress after release is

$$\sigma_{\rm after}(z)=\sigma(z)+M(e_0-\kappa z).$$

Free edges can support neither a net force nor a net moment. Integrating this stress, first alone and then multiplied by $z$, gives

$$N+Mhe_0=0,\qquad m-\frac{Mh^3}{12}\kappa=0 .$$

The cross terms have vanished because they contain the integral of $z$. Hence

$$e_0=-\frac{N}{Mh},\qquad \kappa=\frac{12m}{Mh^3}.$$

Force controls size and moment controls curvature. For the linear profile,

$$e_0=-\frac{s_0}{M},\qquad
\boxed{\kappa=\frac{g}{M}=\frac{(1-\nu)g}{E}} .$$

If $g=0$, the curvature is zero however large $s_0$ is, within small-strain elasticity. If $g$ changes sign, so does the curl. Thickness does not appear when $g$ is fixed. If instead the stress difference between the faces, $gh$, is fixed, the curvature varies as $1/h$.

Substituting these results back gives

$$\sigma_{\rm after}=s_0+gz+M\left(-\frac{s_0}{M}-\frac{g}{M}z\right)=0$$

at every depth. The film has relaxed completely.

This solution does not depend on a thin-plate approximation. With $x,y$ in the plane, consider the displacements

$$u_x=e_0x-\kappa xz,\qquad u_y=e_0y-\kappa yz,$$

$$u_z=\frac{\kappa}{2}(x^2+y^2)-\frac{2\nu}{1-\nu}\left(e_0z-\frac{\kappa z^2}{2}\right).$$

The first two give the required in-plane strains. The shear strain $\partial u_x/\partial z+\partial u_z/\partial x=-\kappa x+\kappa x$ vanishes, as does its counterpart in $y$; the in-plane shear is zero too. The last term of $u_z$ is the Poisson change of thickness. One continuous displacement field therefore removes all the stress, and every free face is satisfied.

A three-dimensional energy minimization for a free block with $E=h=1$ and $\nu=0.25$ tests this. Unit uniform stress gives a strain of $-0.7500$ and a curvature of zero to rounding error. Unit gradient gives a curvature of $0.7500$, equal to $1/M$.

## Is every non-uniform stress a source of curl?

No. The formula $\kappa=12m/(Mh^3)$ holds for other depth profiles too, in a thin film away from its edges, and it contains only the first moment of the stress.

Take $\sigma=cz^2$. Its moment is the integral of $cz^3$, which is zero, so the film does not curl. Its mean is $ch^2/12$. Shrinkage removes that mean and leaves the stress $c(z^2-h^2/12)$ locked inside a flat film. Flatness therefore does not prove that a film is free of stress.

For $\sigma=cz^3$ the moment is

$$m=c\int_{-h/2}^{h/2}z^4dz=\frac{ch^5}{80},
\qquad \kappa=\frac{12}{80}\frac{ch^2}{M}=0.15\,\frac{ch^2}{M}.$$

This film curls, but some stress remains, since a linear strain cannot cancel a cubic stress.

## Why the film must be homogeneous

Suppose the modulus rises with height while $\nu$ stays uniform:

$$M(z)=M\left(1+\frac{2az}{h}\right).$$

The biaxial modulus is $M$ at mid-plane and differs from it by the fraction $\pm a$ at the faces. Zero force now requires

$$s_0h+Mh\,e_0-\frac{Mah^2}{6}\kappa=0,$$

and zero moment requires

$$\frac{gh^3}{12}+\frac{Mah^2}{6}e_0-\frac{Mh^3}{12}\kappa=0 .$$

The new coefficient comes from $\int M(z)z\,dz=(2aM/h)(h^3/12)=Mah^2/6$. The integral of $M(z)z^2$ is unchanged, because its extra term is odd. The first condition gives

$$e_0=-\frac{s_0}{M}+\frac{ah}{6}\kappa .$$

Inserting this in the second gives

$$\frac{gh^3}{12}-\frac{ah^2s_0}{6}
=\frac{Mh^3}{12}\left(1-\frac{a^2}{3}\right)\kappa ,$$

and therefore

$$\kappa=\frac{g-2as_0/h}{M(1-a^2/3)} .$$

Uniform stress now does cause curl. With a stiffer top, equal stress means that the top has been stretched less than the bottom. The bottom shrinks more on release, and the film curls downward.

The numerator vanishes when $g=2as_0/h$, that is, when the stress is proportional to the local modulus. All layers then want to shrink by the same fraction, and the film stays flat although its stress is not uniform. This is the layer picture again: a mismatch in natural size causes the bending.

## When the cap becomes a cylinder

The solution above bends equally in both directions, like a shallow cap. If a strip is forced to remain straight across its width, its stiffness along the length is $E/(1-\nu^2)$ instead of $M$. Moment balance along the length becomes

$$\frac{gh^3}{12}=\frac{E}{1-\nu^2}\frac{h^3}{12}\kappa_{\rm cyl},
\qquad
\kappa_{\rm cyl}=\frac{(1-\nu^2)g}{E}=(1+\nu)\frac gM .$$

A two-dimensional finite-element calculation of a partly bonded strip tests this limit and the moment law. For $E=h=1$, $\nu=0.25$ and unit profile coefficients, the curvatures far from the root are $0$ for uniform stress, $0.93750$ for $z$, $0$ for $z^2$ and $0.14063$ for $z^3$. The last is $0.15(1-\nu^2)$. Uniform stress with $a=0.2$ gives $-0.38007$, in agreement with the graded-modulus formula when $1/M$ is replaced by $(1-\nu^2)/E$.

Width decides whether a free strip can keep its cap shape. If a strip of width $b$ has curvature $\kappa$ across it, its edges lie $\kappa b^2/8$ above its centre line. Bending along the length then strains the edges relative to the centre by about $\kappa(\kappa b^2/8)$. Compared with the bending strain $\kappa h/2$ at the faces, this is a fraction $\kappa b^2/(4h)$. The cap solution needs that fraction to be small.

## A low-k cantilever

Consider a cantilever with $h=500$ nm, length $L=50$ µm and width $b=5$ µm. Let $E=8.0$ GPa and $\nu=0.25$, with a stress of 45 MPa at the bottom and 55 MPa at the top. Then

$$s_0=\frac{45+55}{2}=50\ {\rm MPa},\qquad
g=\frac{55-45}{0.5}=20\ {\rm MPa/µm},$$

$$M=\frac{8.0}{0.75}=10.67\ {\rm GPa}.$$

The mean stress shortens the beam by the fraction $50/10\,667=0.47\%$, or 234 nm over its length. The gradient gives

$$\kappa=\frac{20\ {\rm MPa/µm}}{10\,667\ {\rm MPa}}
=1.875\times10^{-3}\ {\rm µm^{-1}}=1.875\ {\rm mm^{-1}},$$

a radius of 0.53 mm. For a root that is level and does not rotate, integrating $w''=\kappa$ twice gives the tip height

$$w(L)=\frac{\kappa L^2}{2}
=\frac{1.875\times10^{-3}\times 50^2}{2}\ {\rm µm}=2.34\ {\rm µm}.$$

The tip rises by more than four film thicknesses, although the stress departs from its mean by no more than 10%. In units of the thickness the rise is $w(L)/h=\tfrac12(gh/M)(L/h)^2$. The strain difference between the faces, $gh/M$, is only 0.094%, but the slenderness factor $(L/h)^2=10^4$ multiplies it.

Stored energy shows that the amount of stress relieved does not set the curl. An equal biaxial stress $\sigma$ stores $\tfrac12(\sigma e+\sigma e)=\sigma^2/M$ per unit volume, with $e=\sigma/M$. Over the thickness this gives

$$U=\frac1M\int_{-h/2}^{h/2}(s_0+gz)^2dz
=\frac{s_0^2h}{M}+\frac{g^2h^3}{12M},$$

since the cross term is odd. The two parts are 0.117 and 0.00039 J/m². The mean stress releases 300 times more energy than the gradient and produces no curvature. For fracture the emphasis is reversed: the elastic energy available to peel the film from its substrate comes almost entirely from the mean stress here.

## Flat does not mean level

A cantilever is released everywhere except at its root, where its bottom face is still held. Under tension the upper part of the film near the root can pull back toward the bonded region, while the bottom cannot. This rotates the root upward. Beyond about one beam width from the root the free part remains straight under uniform stress, but it points at an angle.

For a rigid substrate and a sharp bond edge directly below the root, the two-dimensional (plane-strain, $\nu=0.25$) finite-element calculation gives a tilt of $1.38\,s_0/E$ from the mean stress and $0.39\,gh/E$ from the gradient. Both coefficients are uncertain by about 0.01. The stress is singular at the bond edge, which slows mesh convergence, and the bonded region in the calculation is only $3h$ long; a refined mesh with a long bonded region gives 1.39 and 0.40. For a beam of finite width the mean-stress coefficient also depends on how the anchor is held sideways, by up to about 10% at $b=10h$. Here these are

$$1.38\times\frac{50}{8000}=8.6\ {\rm mrad},\qquad
0.39\times\frac{10}{8000}=0.49\ {\rm mrad}.$$

Together they lift the tip by about 0.46 µm, or roughly 20% of the height due to curl. Reading the whole tip height as curl would overestimate the gradient by that fraction.

The shape of the beam separates the two effects. Outside the short root region, $w=\theta x+\kappa x^2/2$, where $\theta$ is the tilt. Therefore

$$w(L)-2w(L/2)=\frac{\kappa L^2}{2}-\frac{\kappa L^2}{4}
=\frac{\kappa L^2}{4},$$

and the tilt cancels. The root also leaves a small constant offset in $w$, which does not cancel; for this beam, with the bond edge directly below the root, it is about 2 nm and changes the curvature obtained by 0.2%. The rule also assumes small slopes; at the rotations here that adds an error of up to about 0.5%, depending on whether the points are placed along the beam or by horizontal distance.

## How far a real film may differ

The thickness, modulus and mean stress chosen here are rough values in the regime of porous organosilicate low-k films. The gradient is an assumed value, as it depends on deposition and curing. An assumption much at risk is homogeneity, because curing and plasma exposure can act differently at different depths. If the modulus varied by $\pm5\%$ and were larger at the top, the mean stress alone would contribute $-0.94$ mm⁻¹, cancelling half of the calculated curl. The reason is that $2as_0=5$ MPa, half of the 10 MPa stress difference between the faces. Curvature by itself cannot distinguish a stress gradient from a modulus gradient.

A damaged skin can matter as well. Suppose the top 10 nm carries an extra 20 MPa with no change in modulus. Its force per width is 0.20 N/m, acting 245 nm above the mid-plane, so its moment per width is 0.049 µN. Dividing by the bending stiffness $Mh^3/12=111$ pN m gives 0.44 mm⁻¹, an increase of 24%. The same skin changes the mean stress by only $20\times10/500=0.4$ MPa.

The remaining corrections are smaller for these dimensions:

- **Width.** The fraction $\kappa b^2/(4h)$ is 0.023, so the cap solution applies. At ten times the width, with all else fixed, it would be 2.3 and the solution would fail.
- **Sideways restraint.** The root hinders bending across the width over a distance of order $b$. There the lengthwise curvature may rise by up to about $\nu\kappa$, adding a slope of order $\nu\kappa b$ and a tip height of order $\nu\kappa bL=0.12$ µm, or 5%. This is an estimate of scale and errs on the high side; for these dimensions the effect is nearer 2%.
- **Finite rotation.** A true circular arc has tip height $(1-\cos\kappa L)/\kappa=2.342$ µm, compared with 2.344 µm from the parabola. Both values use the unreleased length and thickness; corrections of the order of the 0.47% strain (shrinkage, thickening and the change of modulus with strain) are left out. They depend on the finite-strain elastic law of the film: simple laws with no constants beyond $E$ and $\nu$ move the tip by up to about 0.07 µm, down or up depending on the law. $E$ and $\nu$ do not fix the third-order elastic constants, however, and ratios of those constants to $E$ like the ones found in glasses, metals and polymers can move the tip by 0.1 µm or more, up to a few tenths of a micrometre. The last digits of these two values therefore have no physical meaning.
- **Undercut of the anchor.** A sideways etch must travel about $b/2=2.5$ µm to free the beam, and it undercuts an unprotected anchor by a similar distance $u$. The wide overhang curls as a cylinder and adds a slope of about $(1+\nu)\kappa u$, raising the tip by about $(1+\nu)\kappa uL\approx0.3$ µm, or 12%, with $L$ measured from the anchor edge. The offset at the root then grows to roughly 30 nm, and the two-point rule gives a curvature about 2 to 3% too low.
- **Weight.** For a density of 1300 kg/m³ the tip sags by about 0.06 nm.

The numerical output lists the main values together with the test cases. For the width it prints $\kappa b^2/h=0.094$, four times the fraction used here.

## Computed values

```
TESTS (E = 1, h = 1)
3D block, uniform stress 1: strain -0.7500
3D block, uniform: |curvature| 9.1e-16
3D block, gradient 1: curvature 0.7500
3D block, gradient: largest stress left 4.3e-15
strip curvature, uniform: -0.00000
strip curvature, linear z: 0.93750
strip curvature, even z^2: -0.00000
strip curvature, cubic z^3: 0.14063
strip curvature, top skin: 0.61523
strip, uniform stress, modulus +-20%: -0.38007
root tilt / (s0/E): 1.379 (coarse mesh 1.383)
root tilt / (g h/E): 0.390 (coarse mesh 0.384)
EXAMPLE INPUTS
thickness 500 nm, length 50 um, width 5 um
E 8.0 GPa, Poisson ratio 0.25
stress: bottom 45 MPa, top 55 MPa
EXAMPLE RESULTS
biaxial modulus M: 10.667 GPa
mean stress: 50.0 MPa
stress gradient: 20.0 MPa/um
force per width: 25.00 N/m
moment per width: 0.2083 uN m/m
bending stiffness M h^3/12: 111.11 pN m
contraction strain s0/M: 0.4688 %
shortening of the length: 234.4 nm
curvature: 1.8750 1/mm
radius: 0.5333 mm
tip height from curl: 2.3438 um
released energy, mean part: 0.11719 J/m2
released energy, gradient part: 0.000391 J/m2
EFFECTS LEFT OUT
root tilt from mean stress: 8.620 mrad
root tilt from gradient: 0.487 mrad
tip height from tilt: 0.455 um = 19.4 %
assumed modulus variation: +-5 %, stiffer on top
its curvature: -0.9383 1/mm = -50.0 %
assumed top skin: 10 nm, extra 20 MPa
its curvature: 0.4410 1/mm = 23.5 %
side restraint at root, rough tip size: 0.117 um = 5.0 %
cap-shape parameter kappa b^2/h: 0.0938
curvature if held to a cylinder: 2.3438 1/mm
end rotation kappa L: 0.09375 rad
tip height on true arc: 2.3420 um
sag under weight (density 1300 kg/m3): 0.0598 nm
```
